# Heat conduction across a 20 nm air gap at atmospheric pressure

Suppose the air gap between two interconnect lines is given the ordinary conductivity of air, $\kappa\approx0.026$ W/(m K), a rough value. Fourier's law then assigns a 20 nm gap the conductance $\kappa/d=1.3$ MW/(m² K), and this number grows without limit as the gap is narrowed. Both statements are wrong for the gas. Fourier's law needs many collisions between the walls, whereas a molecule in this gap usually crosses without any. The heat it can carry is then set by how often molecules strike the walls, and the conductance is about eleven times smaller.

## The estimate

Take parallel walls at temperatures close to $T=300$ K, with air at $p=760$ Torr between them. The conductance per area is $h=q/(T_1-T_2)$, where $q$ is the heat flux from wall 1 to wall 2 and the difference is small.

Molecules of mean mass $m=28.97$ u strike unit area of a wall at the rate

$$J=\frac{p}{\sqrt{2\pi m k_BT}}=2.86\times10^{27}\ \mathrm{m^{-2}s^{-1}} .$$

Let each molecule leave a wall with the energy distribution belonging to that wall's temperature; this is full accommodation. An emitted diatomic molecule carries on average $2k_BT$ of translational and $k_BT$ of rotational energy. A molecule from the hotter wall therefore brings $3k_B(T_1-T_2)$ more than one going the other way, and

$$h_{FM}=3k_BJ=3(1.381\times10^{-23})(2.864\times10^{27})\ \mathrm{W/(m^2K)}\approx0.12\ \mathrm{MW/(m^2K)} .$$

The ratio to the continuum value is $0.1186/1.300=0.091$, roughly one tenth. The width has dropped out: a narrower gap is crossed more quickly, but it holds proportionately fewer molecules.

## The collisionless result derived

Let $v$ be the normal velocity of a molecule leaving a wall and $\beta=m/(2k_BT)$. The number leaving per unit time is weighted by $v e^{-\beta v^2}$, because fast molecules cross a surface more often. With

$$\int_0^\infty v e^{-\beta v^2}dv=\frac1{2\beta},\qquad \int_0^\infty v^3e^{-\beta v^2}dv=\frac1{2\beta^2},$$

the mean normal energy is $\tfrac12m/\beta=k_BT$, twice its value in a gas at rest. The two tangential components carry the ordinary $\tfrac12k_BT$ each, so translation carries $2k_BT$. Rotation of a linear molecule has two classical degrees of freedom and adds $k_BT$; the classical value applies because the rotational constant of N₂ corresponds to only about 3 K. Vibration is taken as frozen.

The pressure has to be defined, since the gas now consists of two streams with different temperatures. It is the normal momentum flux. Using $\int_0^\infty v^2e^{-\beta v^2}dv=\sqrt\pi/(4\beta^{3/2})$, the mean normal momentum of an emitted molecule is

$$m\,\frac{\sqrt\pi/(4\beta^{3/2})}{1/(2\beta)}=\frac{m\sqrt\pi}{2\sqrt\beta}=\sqrt{\frac{\pi mk_BT}{2}} .$$

In the steady state the streams have equal particle fluxes $J$. Both contribute positively to the momentum flux, so

$$p=J\sqrt{\frac{\pi mk_B}{2}}\left(\sqrt{T_1}+\sqrt{T_2}\right),\qquad q=3k_BJ(T_1-T_2).$$

Eliminating $J$ and writing $T_1-T_2=(\sqrt{T_1}-\sqrt{T_2})(\sqrt{T_1}+\sqrt{T_2})$ gives

$$q=3k_Bp\sqrt{\frac{2}{\pi mk_B}}\left(\sqrt{T_1}-\sqrt{T_2}\right).$$

For a small difference $\sqrt{T_1}-\sqrt{T_2}\approx(T_1-T_2)/(2\sqrt T)$, hence

$$\boxed{h_{FM}=\frac{3k_Bp}{\sqrt{2\pi mk_BT}}}$$

The linear form is robust. For walls at 350 and 250 K, at the same $p$, the full expression exceeds it by 0.35%.

The continuum and collisionless lines cross at $d^*=\kappa/h_{FM}=219$ nm. This marks the middle of a broad transition, so collisions at 20 nm must still be sized.

## What collisions remove

A controlled correction follows from a relaxation-time model, the BGK equation: collisions drive the distribution towards local equilibrium in a time $\tau$, conserving particle number, momentum and total energy. Let $v_0=\sqrt{2k_BT/m}=415$ m/s, let $c$ be the normal velocity in units of $v_0$, and let $X=x/(v_0\tau)$. The gap has thickness $\delta=d/(v_0\tau)$ in these units. Let $w$ be the energy, in units of $k_BT$, in the two tangential and two rotational degrees of freedom; its mean is 2 and its variance 2.

Write the distribution as equilibrium times $1+\varphi$. A local equilibrium with relative density change $\nu$ and relative temperature change $\theta$ has $\varphi=\nu+\theta(c^2+w-\tfrac52)$, where $\tfrac52$ comes from the normalisation of five degrees of freedom. There is no drift term because there is no net flow. Thus

$$c\,\frac{\partial\varphi}{\partial X}=\nu+\theta\left(c^2+w-\tfrac52\right)-\varphi .$$

With averages over equilibrium, the conservation laws fix $\nu=\langle\varphi\rangle$ and $\theta=\tfrac25\langle(c^2+w-\tfrac52)\varphi\rangle$, since $c^2+w$ has variance $\tfrac52$.

**Thin gap.** Put the walls at relative temperatures $\pm\vartheta/2$, with $\vartheta=(T_1-T_2)/T$. Without collisions, zero particle flux requires the left wall to emit $\varphi=\tfrac12\vartheta(c^2+w-3)$, because emitted molecules have flux-weighted mean $c^2+w=3$. The right wall emits the negative of this. The moments $\nu$ and $\theta$ in the gas then cancel, so to first order in $\delta$ collisions just remove molecules from the streams.

At the midplane the stream from the left has been reduced by $e^{-\delta/(2c)}\approx1-\delta/(2c)$. As the particle flux vanishes, the heat flux may be computed with the weight $c^2+w-3$. With this weight, a first-order change in the wall's emission density does not contribute at first order. The average over $w$ is

$$\langle(c^2+w-3)^2\rangle_w=(c^2-1)^2+2=c^4-2c^2+3 .$$

Let $M=e^{-c^2}/\sqrt\pi$. Adding the equal contributions of the two streams, the dimensionless heat flux is

$$Q=\vartheta\int_0^\infty cM\,(c^4-2c^2+3)\left(1-\frac{\delta}{2c}\right)dc .$$

The half-range moments of $c$, $c^3$, $c^5$ are $1/(2\sqrt\pi)$, $1/(2\sqrt\pi)$, $1/\sqrt\pi$; those of $1$, $c^2$, $c^4$ are $\tfrac12$, $\tfrac14$, $\tfrac38$. The first integral is therefore $3/(2\sqrt\pi)$ and the one multiplying $\delta/2$ is $\tfrac38-\tfrac12+\tfrac32=\tfrac{11}8$. Their ratio gives

$$\frac{h}{h_{FM}}\approx1-\frac{\delta}{2}\,\frac{11/8}{3/(2\sqrt\pi)}=1-\frac{11\sqrt\pi}{24}\,\delta=1-0.812\,\delta .$$

The expansion fails for the few molecules with $c\lesssim\delta$, which enter at higher order.

**Thick gap.** Far from the walls the pressure is uniform, so $\nu=-\theta$. Inserting local equilibrium on the left of the kinetic equation gives the first correction $-c\,\theta'(c^2+w-\tfrac72)$, with $\theta'=d\theta/dX$. It carries no particles, since $\langle c^2(c^2+w-\tfrac72)\rangle=\tfrac34+1-\tfrac74=0$. Its heat flux is

$$Q=-\theta'\left\langle c^2\left(c^2+w-\tfrac72\right)^2\right\rangle=-\theta'\left(\tfrac{15}8-\tfrac94+\tfrac{17}8\right)=-\tfrac74\theta' .$$

The three terms come from expanding the square about $c^2$ and averaging over $w$. The physical flux is $q=pv_0Q$, and $\theta'=(v_0\tau/T)\,dT/dx$, so

$$\kappa=\frac74\,\frac{pv_0^2\tau}{T}=\frac72\,\frac{k_B}{m}\,p\tau .$$

This recovers Fourier's law and fixes $\tau=0.255$ ns from the conductivity of air. Then $\delta=0.189$, and the mean path $\bar v\tau$, with $\bar v=2v_0/\sqrt\pi$, is 120 nm.

The same model can be matched to viscosity instead. In a shear flow $u_y(x)$ the first-order change is $\varphi=-\tau v_x(mv_y/k_BT)u_y'$. The stress is $n\tau m^2\langle v_x^2\rangle\langle v_y^2\rangle u_y'/(k_BT)=p\tau u_y'$, with $n$ the number density, so $\mu=p\tau$. The rough value $\mu=1.8\times10^{-5}$ Pa s gives $\tau=0.178$ ns, a path of 83 nm and $\delta=0.271$. One relaxation time cannot reproduce both properties of air; the two choices show the sensitivity to this defect, without bounding the answer.

At these values the linear formula is already too crude: it gives 0.85 and 0.78. Solving the kinetic equation numerically, with the gap divided into 60 cells and 48 speeds in each direction, gives

| $\tau$ matched to | $\delta$ | $h/h_{FM}$ | $h$, MW/(m² K) |
|---|---:|---:|---:|
| conductivity | 0.189 | 0.884 | 0.105 |
| viscosity | 0.271 | 0.845 | 0.100 |

Collisions thus lower the estimate by roughly 12 to 16% in this model. Adding the two limiting resistances, $1/h=1/h_{FM}+d/\kappa$, is a convenient interpolation and gives the factor $1/(1+0.0912)=0.92$. It underestimates the loss here. Its thin-gap slope in $\delta$ is $h_{FM}v_0\tau/\kappa=6/(7\sqrt\pi)=0.484$, well below the 0.812 derived above.

## Walls and trench ends

Now let a fraction $\alpha$ of the molecules striking either wall be fully accommodated while the rest keep their energy. Of the excess energy flux that wall 1 would emit at full accommodation, a fraction $\alpha$ is launched. Wall 2 absorbs $\alpha$ of it at the first impact; what remains must be reflected by both walls before it has another chance. The transferred fraction is

$$\alpha^2\sum_{n=0}^{\infty}(1-\alpha)^{2n}=\frac{\alpha^2}{1-(1-\alpha)^2}=\frac{\alpha}{2-\alpha} .$$

For $\alpha=0.9$, an illustrative rough value, this is $0.9/1.1=0.82$. With this value of $\alpha$ the walls cost somewhat more than the collisions do in the model above; with $\alpha=0.95$ the factor would be 0.90 and they would cost less.

A trench also has ends. Let it be long, with width $d=20$ nm and height $H=60$ nm. Diffuse emission has a flux proportional to the cosine of the angle from the normal. Integrated over the direction along the trench, this gives the probability $\tfrac12\cos\phi\,d\phi$ for the angle $\phi$ in the cross-section. From height $y$, the fraction reaching the opposite wall directly is

$$F(y)=\frac12\left[\frac{H-y}{\sqrt{(H-y)^2+d^2}}+\frac{y}{\sqrt{y^2+d^2}}\right].$$

Both terms have the same average over $y$, so

$$F=\frac1H\int_0^H\frac{y\,dy}{\sqrt{y^2+d^2}}=\sqrt{1+\frac{d^2}{H^2}}-\frac dH=0.72 .$$

The other molecules strike the end caps. If each cap is isothermal, fully accommodating and takes no net heat, symmetry puts it at the mean temperature. A molecule from wall 1 that reaches a cap then transfers half the full energy difference, and the conductance is multiplied by $F+\tfrac12(1-F)=\tfrac12(1+F)=0.86$. Caps tied to a heat sink would behave differently.

Multiplying the three factors as if they were independent gives $0.88\times0.82\times0.86\approx0.62$. This somewhat overstates the loss, because the effects combine more nearly as resistances in series. Their excess resistances, in units of $1/h_{FM}$, are $1/0.88-1=0.14$, $1/0.82-1=0.22$ and $1/0.86-1=0.16$, which give a factor $1/1.52\approx0.66$. Neither rule is exact, and they do not bound the answer: the same kinetic equation solved in the trench cross-section, with $\delta=0.189$ and specular reflection of the unaccommodated fraction, gives about 0.67. All three values place the conductance at 0.07 to 0.08 MW/(m² K). The quoted 0.12 is thus the ideal collisionless value for extended walls, and it has the right order of magnitude for this trench.

Smaller effects leave it alone. Replacing the mean molecule by 78% N₂, 21% O₂ and 1% Ar, with $2k_B$ instead of $3k_B$ for argon, changes $h_{FM}$ by $-0.13$%. Oxygen vibration, treated as a fully accommodated harmonic oscillator with a quantum of about 2300 K, adds about 0.2%; the stiffer nitrogen vibration adds less.

## Radiation through the same gap

At 20 nm, electric fields of thermal fluctuations in one wall reach the other before they decay. For frequencies near a wall phonon of 0.15 eV, $\omega d/c_0=0.015$, with $c_0$ the speed of light, so electrostatics suffices for polar dielectric walls. Let both walls have permittivity $\varepsilon=\varepsilon'+i\varepsilon''$, and consider potentials with lateral wavevector $k$, which vary as $e^{\pm kz}$.

A sheet of fluctuating polarisation $P$ at depth $s$ in wall 1 sends a potential of magnitude $|P|e^{-ks}/(2\varepsilon_0|\varepsilon|)$ to the surface. The normal component and the lateral component along $k$ contribute equally. The fluctuation–dissipation theorem gives each the thermal spectrum $2\Theta\varepsilon_0\varepsilon''/\omega$, where $\Theta=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. Integrating $e^{-2ks}$ over depth gives $1/(2k)$, so the incident squared potential is $\Theta\varepsilon''/(2k\varepsilon_0\omega|\varepsilon|^2)$.

Continuity of the potential and of the normal displacement gives transmission factors $2\varepsilon/(\varepsilon+1)$ out of wall 1 and $2/(\varepsilon+1)$ into wall 2. With $r=(\varepsilon-1)/(\varepsilon+1)$, repeated reflections in the gap give

$$t=\frac{4\varepsilon}{(\varepsilon+1)^2}\,\frac{e^{-kd}}{1-r^2e^{-2kd}} .$$

A squared potential $|B|^2$ at the surface of wall 2 dissipates $2\omega\varepsilon_0\varepsilon''k|B|^2$ there, counting positive frequencies. The product is $\Theta\varepsilon''^2|t|^2/|\varepsilon|^2$. Since $\operatorname{Im}r=2\varepsilon''/|\varepsilon+1|^2$, it equals $\Theta\mathcal T$ with

$$\mathcal T=\frac{4(\operatorname{Im}r)^2e^{-2kd}}{|1-r^2e^{-2kd}|^2},\qquad h_{rad}=\int_0^\infty\frac{d\omega}{2\pi}\frac{\partial\Theta}{\partial T}\int_0^\infty\frac{k\,dk}{2\pi}\,\mathcal T .$$

Substituting $kd$ for $k$ shows that $h_{rad}\propto d^{-2}$ in this limit. For oxide-like walls take one phonon resonance,

$$\varepsilon=\varepsilon_\infty\left(1+\frac{E_L^2-E_T^2}{E_T^2-E^2-i\gamma E}\right),\qquad E=\hbar\omega,$$

with rough parameters $E_T=0.13$ eV, $E_L=0.15$ eV, $\gamma=0.01$ eV and $\varepsilon_\infty=2$. Numerical integration gives $h_{rad}\approx2.6$ kW/(m² K), about 2% of the gas value. This single resonance understates real silica. Its static permittivity $\varepsilon_\infty E_L^2/E_T^2=2.7$ falls short of the value of about 3.8, mainly because it omits a band near 0.056 eV that is much better populated at 300 K. Adding that band as a second oscillator, with a static contribution of 0.8 to 1.1 and a width near 0.006 eV, raises $h_{rad}$ to 6–8 kW/(m² K), or 5–7% of the gas value; widths from 0.003 to 0.010 eV widen the range to 5–9 kW/(m² K). The far-field blackbody result $4\sigma T^3$, with $\sigma$ the Stefan–Boltzmann constant, is only 6 W/(m² K).

These values are for flat, extended walls of thick oxide. About half of the integral comes from $k<\pi/H$ for a trench 60 nm high, so there they give only the order of magnitude. They also do not describe metal walls. For copper half-spaces with rough Drude parameters the electrostatic part is a few W/(m² K), while magnetic fields of fluctuating currents, which electrostatics omits, carry about 0.9 kW/(m² K). With an oxide liner 2 to 5 nm thick on the copper the total is roughly 1 to 2 kW/(m² K).

## Pressure, temperature and the real interconnect

At fixed pressure $h_{FM}\propto T^{-1/2}$, because a hotter gas strikes the walls less often. At 400 K it is 0.103 MW/(m² K). In a closed gap the density is fixed, so $p\propto T$ and $h_{FM}\propto T^{1/2}$; filled to 760 Torr at 300 K, the gap reaches 0.137 MW/(m² K) at 400 K.

Atmospheric pressure is itself an assumption that can fail in a real interconnect. A gap pinched off during vapour deposition can trap gas at the process pressure. Take 5 Torr at 673 K as a rough example, and suppose the trapped gas has the properties of air and neither leaks nor gains molecules. On cooling to 300 K its pressure falls to $5\times300/673=2.2$ Torr, and its collisionless conductance to $0.1186\times2.23/760$ MW/(m² K), or about 350 W/(m² K). This is some 340 times below the atmospheric value, and the near-field radiation of the one-resonance walls now exceeds it sevenfold, or roughly twentyfold when the second band is included. For copper under a liner 2 to 5 nm thick the excess is smaller, about three- to sevenfold.

The solid path puts these numbers in proportion. Oxide 20 nm thick, with a rough conductivity of 1.4 W/(m K), has a conductance of 70 MW/(m² K), about 590 times that of the atmospheric gap. An oxide liner of that thickness in series adds only 0.17% to the gas resistance. Conversely, straight oxide bridges across the gap need cover only 0.17% of its area to carry as much heat as the gas. Bridges over 1.9% of the area would match even the continuum value of 1.3 MW/(m² K). These figures use the bulk conductivity alone. An interface resistance of order $10^{-8}$ m² K/W at each face would lower the 70 MW/(m² K) to about 29 and raise the 0.17% to about 0.4%; constriction at narrow bridges and dielectrics that conduct less than oxide raise the coverage further. The total heat flow is insensitive to the gas model where parallel solid paths conduct much more than 1.3 MW/(m² K), and also where resistances in series far exceed $1/h_{FM}=8.4\times10^{-6}$ m² K/W, the resistance of 12 µm of oxide. The distinction between 0.12 and 1.3 MW/(m² K) matters when the gap is the main path between two surfaces and a large part of the resistance along that path.
